# Why pairwise Hong-Ou-Mandel visibilities cannot fully predict three-photon interference

**Question.** Three photons enter the three input ports of a lossless interferometer, one photon per port. Before the experiment, each pair of photons is sent through a balanced two-port coupler, and the depth of its Hong-Ou-Mandel dip is recorded. The three dips have the same visibility. Why do these measurements, even when free of error, not fix the joint output probabilities of the three photons? In a balanced three-port interferometer, how much can the probability of finding one photon in each output still vary?

**Answer.**

## What a pair can reveal

Label the photons and the input ports 0, 1, 2. Photon \(k\) enters port \(k\) in a pure internal state \(|\psi_k\rangle\), which covers everything except the port: arrival time, spectrum, polarization. The detectors count photons in each output port and do not record the internal state. The relevant overlaps are

\[
g_{jk}=\langle\psi_j|\psi_k\rangle ,\qquad r_{jk}=|g_{jk}| .
\]

Let \(b_j^\dagger(\psi)\) create a photon in output \(j\) with internal state \(\psi\). A balanced coupler that transmits with amplitude \(1/\sqrt2\) and reflects with \(i/\sqrt2\) turns photons 0 and 1 into

\[
\tfrac12\left[b_0^\dagger(\psi_0)+i\,b_1^\dagger(\psi_0)\right]\left[i\,b_0^\dagger(\psi_1)+b_1^\dagger(\psi_1)\right]|\mathrm{vac}\rangle .
\]

The part with one photon in each output is

\[
\tfrac12\left[b_0^\dagger(\psi_0)b_1^\dagger(\psi_1)-b_1^\dagger(\psi_0)b_0^\dagger(\psi_1)\right]|\mathrm{vac}\rangle ,
\]

where the minus sign is \(i^2\). Each of the two terms has norm 1. Their inner product is \(g_{01}\) from output 0 times \(g_{10}\) from output 1, so the coincidence probability is

\[
P_{11}=\tfrac14\left(2-2g_{01}g_{10}\right)=\tfrac12\left(1-r_{01}^2\right).
\]

Orthogonal photons give \(1/2\). The visibility, defined as the relative depth of the dip below this reference, is therefore

\[
V_{01}=1-\frac{P_{11}}{1/2}=r_{01}^2 .
\]

The phase of the overlap has disappeared because a swap goes from photon 0 to photon 1 and straight back, and \(g_{10}=g_{01}^*\).

## What three photons add

Three photons can also be exchanged in a cycle. The cycle goes round a triangle without retracing any side, and it brings in the product

\[
T=g_{01}\,g_{12}\,g_{20}=R\,e^{i\varphi},\qquad R=r_{01}r_{12}r_{20}.
\]

The angle \(\varphi\) is the triad phase. If \(|\psi_k\rangle\) is multiplied by \(e^{i\alpha_k}\), each \(\alpha_k\) enters \(T\) once with a plus sign and once with a minus sign, so \(T\) does not change. One may use this freedom to make \(g_{01}\) and \(g_{12}\) real and positive, but then \(g_{20}=r_{20}e^{i\varphi}\) keeps the whole phase. It belongs to the three states together and not to any one pair.

To see where \(T\) enters, let the interferometer send a photon from input \(k\) to output \(j\) with amplitude \(U_{jk}\). The part of the output state with one photon in each port is a sum over the assignments \(\tau\) of photons to outputs:

\[
\sum_\tau\prod_k U_{\tau(k)k}\,b^\dagger_{\tau(k)}(\psi_k)|\mathrm{vac}\rangle .
\]

Its squared norm contains a ket assignment \(\tau\) and a bra assignment \(\tau'\). In output \(\tau(k)\) the ket holds photon \(k\), and the bra holds some photon \(s(k)\), defined by \(\tau'(s(k))=\tau(k)\). Replacing the sum over \(\tau'\) by a sum over the permutation \(s\) gives

\[
P_{111}=\sum_s C_s\prod_k\langle\psi_{s(k)}|\psi_k\rangle,\qquad
C_s=\sum_\tau\prod_k U_{\tau(k)k}\,U^*_{\tau(k)s(k)} .
\]

The six permutations fall into three kinds:

- The identity gives the overlap factor 1.
- The swap of \(j\) and \(k\) gives \(r_{jk}^2\), which the pair experiments supply.
- The cycle \(s(k)=k-1\) gives \(T\), and \(s(k)=k+1\) gives \(T^*\), with indices taken modulo 3.

If an output pattern has \(n_j\) photons in port \(j\), the same sums apply with the output labels repeated, divided by \(\prod_j n_j!\). The division is needed because assignments that differ only by reordering photons within a port describe the same term of the state.

## The balanced tritter

A balanced tritter has

\[
U_{jk}=\frac{w^{jk}}{\sqrt3},\qquad w=e^{2\pi i/3},\qquad
C_s=\frac1{27}\sum_\tau w^{\sum_k\tau(k)[k-s(k)]}.
\]

For the identity the exponent is zero, and the six assignments give \(C=6/27=2/9\).

For a swap of \(j\) and \(k\) the exponent is \([\tau(j)-\tau(k)](j-k)\). It is never a multiple of 3, and it equals \(+1\) and \(-1\) modulo 3 for three assignments each. Since \(w+w^*=-1\), this gives \(C=3(w+w^*)/27=-1/9\).

For a cycle, \(k-s(k)\) is the same number, \(+1\) or \(-1\) modulo 3, for every \(k\). The exponent is then \(\pm(0+1+2)=\pm3\) up to multiples of 3, each term is 1, and \(C=2/9\).

With \(S=r_{01}^2+r_{12}^2+r_{20}^2\) and \(T+T^*=2R\cos\varphi\),

\[
P_{111}=\frac{2-S+4R\cos\varphi}{9}.
\]

The pair visibilities fix \(S\) and \(R\), but not \(\cos\varphi\).

The other patterns follow in the same way. If all photons leave through port \(a\), each product of matrix elements is \(\prod_k|U_{ak}|^2=1/27\). The six assignments cancel the factor \(3!\), so every permutation has weight \(1/27\). Summed over the three ports,

\[
P_{\mathrm{one\ port}}=\frac{1+S+2R\cos\varphi}{9}.
\]

If two photons leave through \(a\) and one through \(b\), let \(m\) be the photon that goes to \(b\), and let \(d=b-a\) modulo 3. The exponent is \(a\sum_k[k-s(k)]+d\,[m-s(m)]\), and its first part vanishes because a permutation preserves the sum of the labels. The two orderings within port \(a\) cancel the factor \(2!\), leaving

\[
C_s=\frac1{27}\sum_m w^{d[m-s(m)]}.
\]

The identity gives \(1/9\). A swap gives \((1+w+w^*)/27=0\). The cycle that carries \(T\) gives \(w^d/9\), and the other gives \(w^{-d}/9\). Each such pattern has probability \([1+2R\cos(\varphi+2\pi d/3)]/9\). Class A consists of the counts (2,1,0), (0,2,1) and (1,0,2), for which \(d=1\). Class B has the opposite cyclic order, \(d=-1\). Summing three patterns in each class,

\[
P_{A}=\tfrac13\left[1+2R\cos\left(\varphi+\tfrac{2\pi}{3}\right)\right],\qquad
P_{B}=\tfrac13\left[1+2R\cos\left(\varphi-\tfrac{2\pi}{3}\right)\right].
\]

Expanding the cosines, the sum of the two classes is \(\tfrac23(1-R\cos\varphi)\) and their difference \(P_B-P_A\) is \(\tfrac{2}{\sqrt3}R\sin\varphi\). Hence

\[
R\cos\varphi=1-\tfrac32(P_A+P_B),\qquad
R\sin\varphi=\tfrac{\sqrt3}{2}(P_B-P_A).
\]

The full count statistics of the tritter thus determine \(\varphi\) when \(R>0\), including its sign. \(P_{111}\) alone leaves the sign open.

## Why pair correlations in the same run do not help

One might hope to find \(\varphi\) from correlations between two outputs while all three photons are present. For number correlations this fails in any lossless interferometer. Let \(\sigma,\sigma'\) label an internal basis, let \(a_{k\sigma}\) annihilate a photon in input \(k\), and write \(b_{j\sigma}=\sum_kU_{jk}a_{k\sigma}\). The operator \(b^\dagger_{a\sigma}b^\dagger_{b\sigma'}b_{b\sigma'}b_{a\sigma}\) removes two photons and puts two back. Each input port holds one photon, so the same two ports must be refilled, either directly or swapped. The third photon contributes only its norm. Summing over \(\sigma\) and \(\sigma'\),

\[
\langle n_an_b\rangle-\delta_{ab}\langle n_a\rangle=\sum_{i\ne j}\left[|U_{ai}|^2|U_{bj}|^2+U_{ai}^*U_{aj}U_{bj}^*U_{bi}\,r_{ij}^2\right].
\]

No triad term can arise. In a numerical test on a randomly chosen interferometer, with all \(r_{jk}=0.5\) and \(\varphi\) set to 0°, 90° and 180°, these correlators changed by less than \(10^{-10}\), while individual three-photon probabilities changed by up to 0.047.

The statement concerns photon numbers, not clicks of detectors that merely register "some light". On the tritter, the probability that outputs 0 and 1 are both occupied is \(P_{111}\) plus the probabilities of (2,1,0) and (1,2,0):

\[
\frac{2-S+4R\cos\varphi}{9}+\frac{2-2R\cos\varphi}{9}=\frac{4-S+2R\cos\varphi}{9}.
\]

This does depend on \(\varphi\). In \(\langle n_0n_1\rangle\) the last two patterns count twice, and the phase terms \(4R\cos\varphi\) and \(-4R\cos\varphi\) cancel.

## How much freedom the visibilities leave

The phase is not always free. Three states with given overlaps exist if and only if their Gram matrix, with entries \(g_{jk}\), has no negative eigenvalue. For equal magnitudes \(r\le1\) the two-by-two minors \(1-r^2\) are already non-negative, and the remaining condition is on the determinant:

\[
1-3r^2+2r^3\cos\varphi\ge0 .
\]

At \(\varphi=180^\circ\) the left side is \(1-3r^2-2r^3=(1+r)^2(1-2r)\). Every phase is therefore allowed for \(r\le1/2\). Above that value, \(\cos\varphi\) cannot fall below \((3r^2-1)/(2r^3)\). The spread of \(P_{111}\) at fixed visibilities is \(\tfrac49r^3(1-\cos\varphi_{\max})\), where \(\varphi_{\max}\) is the largest allowed phase:

\[
\Delta P_{111}=\begin{cases}\dfrac{8r^3}{9}, & r\le\tfrac12,\\[2mm] \dfrac29(1-r)^2(1+2r), & r\ge\tfrac12.\end{cases}
\]

The first branch rises with \(r\). The second equals \(\tfrac29(1-3r^2+2r^3)\), with derivative \(\tfrac43r(r-1)\), and falls. The maximum is \(1/9\), at \(r=1/2\), where each visibility is \(1/4\).

Two limits restore predictability. If one overlap vanishes, \(R=0\) and the phase has nothing to act on. If all visibilities approach 1, the states are forced together and the spread of \(P_{111}\) closes as \(\tfrac23(1-r)^2\). For \(V=0.90\) the triad phase cannot exceed 5.4° in magnitude, and \(P_{111}\) is uncertain by only 0.0017. For pure, nearly identical photons the pair visibilities therefore almost fix \(P_{111}\) on this tritter. They constrain the two cyclic classes less well, because \(P_B-P_A\) contains \(\sin\varphi\), which is linear in a small phase. Between the two extreme phases, −5.4° and 5.4°, \(P_A\) still changes by \(\tfrac{2}{\sqrt3}\times0.9^{3/2}\times\sin5.4^\circ\approx0.09\).

## Four sets of photons with the same dips

The case \(r=1/2\) can be prepared with photons spread over three time bins. Give photon \(k\) the amplitude \(\sqrt{q_m}\,w^{-mk}\) in bin \(m=0,1,2\), with

\[
q_m=\frac13\left[1+2r\cos\frac{\varphi+2\pi m}{3}\right]
=\frac13\left[1+re^{i\varphi/3}w^m+re^{-i\varphi/3}w^{-m}\right].
\]

The weights sum to 1 because \(\sum_mw^m=0\), and they are non-negative for \(r\le1/2\). The overlap of successive photons is

\[
\langle\psi_k|\psi_{k+1}\rangle=\sum_mq_mw^{-m}=re^{i\varphi/3},
\]

since only the term in \(w^m\) survives the sum. The same holds from photon 2 back to photon 0, so \(T=r^3e^{i\varphi}\) as required.

Here \(S=3\times0.25=0.75\) and \(R=0.5^3=0.125\), so

\[
P_{111}=\frac{1.25+0.5\cos\varphi}{9}.
\]

| \(\varphi\) | each \(V\) | \(P_{111}\) | \(P_A\) | \(P_B\) |
|---|---|---|---|---|
| 0° | 0.25 | 0.194 | 0.292 | 0.292 |
| 90° | 0.25 | 0.139 | 0.261 | 0.406 |
| 180° | 0.25 | 0.083 | 0.375 | 0.375 |
| −90° | 0.25 | 0.139 | 0.406 | 0.261 |

The pair visibilities, taken at zero delay, do not distinguish these rows. A full delay scan of these particular photons would, because shifting one photon by one or two whole bins gives side dips whose depths depend on the bin weights \(q_m\). Yet the threefold coincidence probability differs by a factor of 2.33 between 0° and 180°. A prediction that assumed real, positive overlaps would give 0.194 in every row. The rows at 90° and −90° share even \(P_{111}\), and the two cyclic classes tell them apart.

For comparison, orthogonal photons give \(P_{111}=0.222\) and identical ones 0.333. All four rows lie below both values. At \(\varphi=0\) the law is \((2-3r^2+4r^3)/9\), whose derivative vanishes at \(r=1/2\): the swap terms first lower the coincidences, and the cycle terms raise them again at larger overlap. "More indistinguishable" is thus not a single scale on which three-photon interference can be read off.

## On a photonic chip

Take photons near 1550 nm, with pulses of 10 ps rms duration in bins 100 ps apart. These and the following device values are rough, chosen as plausible for heralded photons on a photonic chip. Neighbouring bins overlap by an amplitude of \(4\times10^{-6}\), and a delay error of 1 ps lowers a visibility by 0.25% of its value. The rms bandwidth is 0.064 nm, small beside the tens of nanometres over which broadband couplers roughly keep their splitting ratio.

The assumption of pure states does break. Suppose each photon also carries the same spectral mixture \(\rho\) of two modes, independent of the time bins, with purity \(\mathrm{Tr}\,\rho^2=0.95\). A swap then acquires the factor \(\mathrm{Tr}\,\rho^2\), and a cycle acquires \(\mathrm{Tr}\,\rho^3=0.925\):

\[
P_{111}=\frac{2-0.75\times0.95+0.5\times0.925\cos\varphi}{9}.
\]

All visibilities fall to 0.2375. At 0° the two corrections cancel, while at 180° they add and raise \(P_{111}\) by 0.008. Crosstalk of 1% between neighbouring input guides changes \(P_{111}\) by at most 0.002 at the three triad phases examined (0°, 90° and 180°), provided the guides add no relative phases between the crosstalk region and the tritter. Unfavourable guide phases raise this change to about 0.007. Random bin-phase errors of 0.05 rad change \(P_{111}\) by about 0.0006 rms or less at the same three triad phases.

The largest shift comes from extra photon pairs. For this estimate the detectors, in the heralding arms and at the outputs, are taken to click for one or more photons without counting them. A port with two photons then clicks more often than a port with one, by a click factor of \([1-(1-\eta)^2]/\eta=2-\eta\) at efficiency \(\eta\). With a pair parameter of 0.01 (the ratio of successive pair-number probabilities in each source) and 50% efficiency for both heralding and detection, about 4.4% of heralded trials contain a fourth photon. The extra photon is taken to share the internal state of the photon in its port, as for a single-mode source. To leading order this raises the threefold rate, divided by the three-photon transmission, by 0.013 to 0.015; an extra photon distinguishable from the other three would instead give 0.017 to 0.019. It acts nearly equally at all phases, so it moves the baseline more than the contrast. Added with one sign, the contrast changes from all four effects amount to 0.014, or 12% of the ideal contrast of 0.111, when the guides add no relative phases after the crosstalk. With the least favourable guide phases the sum is about 0.018, or 16%.

An end-to-end efficiency of 50% is optimistic for a chip with fibre coupling. At low efficiency the fourth-photon share tends to \(3\times2\times0.01=0.06\), and the click factor for a doubly occupied port rises from 1.5 to 2. At 0° the shift then grows from 0.015 to about 0.03. The triad contrast remains larger, but a phase inferred from \(P_{111}\) would need this background subtracted. Equal loss in all arms, without extra pairs, merely rescales the threefold rate.

The numerical output below lists the values for each phase and each device effect, with crosstalk taken without added guide phases.

## Calculated quantities

```
Probabilities, overlaps and visibilities are pure numbers
overlap magnitude r = 0.500
triad phase 0 deg: bin weights 0.6667 0.1667 0.1667
  HOM visibilities 0.2500 0.2500 0.2500
  P111 0.19444, all in one port 0.22222, class A 0.29167, class B 0.29167
  R cos(phi) read back 0.1250, R sin(phi) 0.0000
triad phase 90 deg: bin weights 0.6220 0.0447 0.3333
  HOM visibilities 0.2500 0.2500 0.2500
  P111 0.13889, all in one port 0.19444, class A 0.26116, class B 0.40550
  R cos(phi) read back 0.0000, R sin(phi) 0.1250
triad phase 180 deg: bin weights 0.5000 0.0000 0.5000
  HOM visibilities 0.2500 0.2500 0.2500
  P111 0.08333, all in one port 0.16667, class A 0.37500, class B 0.37500
  R cos(phi) read back -0.1250, R sin(phi) 0.0000
triad phase -90 deg: bin weights 0.6220 0.3333 0.0447
  HOM visibilities 0.2500 0.2500 0.2500
  P111 0.13889, all in one port 0.19444, class A 0.40550, class B 0.26116
  R cos(phi) read back 0.0000, R sin(phi) -0.1250
P111 contrast, 0 minus 180 deg = 0.11111
P111 ratio, 0 over 180 deg = 2.3333
P111 for orthogonal photons = 0.22222, for identical photons = 0.33333
random interferometer: largest correlator change with phi below 1e-10: True
random interferometer: largest probability change with phi = 0.0468
largest P111 spread at fixed visibilities = 0.11111 at r = 0.50
V = 0.90: largest triad phase = 5.42 deg, P111 spread = 0.00170
purity 0.95, crosstalk 0.01, phase error 0.05 rad, pair parameter 0.01, efficiency 0.5
visibility with this purity = 0.2375, Tr(rho^3) = 0.9250
share of heralded trials with one extra photon = 0.0443
change of P111 at 0, 90, 180 deg:
  spectral impurity: 0.00000, 0.00417, 0.00833
  crosstalk: -0.00047, 0.00064, 0.00174
  phase errors (rms): 0.00018, 0.00029, 0.00054
  extra pairs: 0.01539, 0.01416, 0.01293
sum of contrast changes, taken with one sign = 0.01373
pulse rms duration 10 ps, bin spacing 100 ps, wavelength 1550 nm
amplitude overlap of neighbouring bins = 3.73e-06
relative visibility loss for 1 ps mismatch = 0.00250
rms photon bandwidth = 0.0638 nm
```
